Central Heating of Equal Sources in a Row and a Square

**The situation**

A power transistor can be built from many identical small cells, each turning electrical power into heat at the surface of a silicon chip. Every cell warms itself and its neighbours. Suppose that the power per cell and the spacing are held fixed while cells are added. How fast does the temperature at the middle rise if the cells stand in a single row, and how fast if they fill a square?

The chip is modelled as a half-space of constant thermal conductivity k. Its surface is insulated except where heat enters. Each of the N sources supplies steady power P, uniformly over a small square of side a. Source centres lie at pitch p, with a small against p. All rises are measured from the temperature of the silicon far away. This requires an array much smaller than the chip thickness, a condition examined below, and far from the side edges of the chip.

**One source**

Let a point source of power P lie on the surface. Heat spreads radially, so at distance r it crosses a hemisphere of area 2πr². Conservation of energy gives

−k (dT/dr) 2πr² = P.

Integration, with T = 0 at infinity, gives

T(r) = P/(2πkr). (1)

The flow is radial and hence parallel to the surface at the surface, as insulation requires. The heat equation with constant k is linear, so the rises of several sources add.

For the rise at a source's own centre, the heated square must be kept at finite size. An area element dA carries power (P/a²)dA, so the integral of dA/r over the square is needed. More generally, take a rectangle with sides b and g, seen from one corner. Its diagonal cuts it into two right triangles. The triangle with side b along the axis contributes, in polar coordinates where dA/r = dr dφ,

∫₀^{arctan(g/b)} (b/cos φ) dφ = b asinh(g/b),

because the integral of 1/cos φ is asinh(tan φ). The other triangle follows by exchanging b and g:

F(b,g) = b asinh(g/b) + g asinh(b/g). (2)

A square of side a seen from its centre consists of four squares of side a/2 seen from a corner. Since asinh 1 = ln(1+√2), its integral is

4F(a/2,a/2) = 4a ln(1+√2) = Aa, A = 4 ln(1+√2) = 3.52549. (3)

Multiplying by P/(2πka²) gives the own rise:

T_own = 2 ln(1+√2) P/(πka). (4)

For a neighbour, the finite source size hardly matters. Average a smooth function f over a square of side s. Linear terms cancel by symmetry, and the mean square displacement along each axis is s²/12. The Taylor series then gives

average of f = f + (s²/24)(f_xx + f_yy) + O(s⁴).

For f = 1/r in the plane, f_xx + f_yy = f″ + f′/r = 2/r³ − 1/r³ = 1/r³. Therefore

average of 1/r = 1/r + s²/(24r³) + … (5)

The relative change for a neighbour at distance r is a²/(24r²), which is neglected here.

Let ρ_j be the distance of neighbour j in units of the pitch. Adding the contributions (1) gives

ΔT = T_own + uS, u = P/(2πkp), S = Σ_j 1/ρ_j. (6)

The own rise does not depend on N. The growth laws concern the coupled part uS.

**The row**

For odd N = 2m+1, the central source has m neighbours on each side, so S = 2H_m with H_m = 1 + 1/2 + … + 1/m. Compare each term with an integral over a unit cell centred on it:

D_j = ∫_{j−1/2}^{j+1/2} dx/x − 1/j = ln[(2j+1)/(2j−1)] − 1/j. (7)

With ε = 1/(2j), the logarithm is ln[(1+ε)/(1−ε)] = 2(ε + ε³/3 + …) = 1/j + 1/(12j³) + …, so D_j = 1/(12j³) + O(1/j⁵). The sum of all D_j converges; call it B. The logarithms in (7) telescope:

Σ_{j=1}^{m} ln[(2j+1)/(2j−1)] = ln(2m+1) = ln N.

Hence

H_m = ln N − Σ_{j=1}^{m} D_j = ln N − B + Σ_{j>m} D_j. (8)

Euler's constant γ is defined as the limit of H_m − ln m. Since ln N − ln m tends to ln 2, equation (8) gives γ = ln 2 − B, or B = ln 2 − γ = 0.11593. The last sum in (8) is, to leading order,

∫_{N/2}^{∞} dx/(12x³) = 1/(24(N/2)²) = 1/(6N²).

Doubling (8) gives

S_row = 2 ln N − 2B + 1/(3N²) + …, N odd. (9)

For even N = 2m there is no source at the centre. One of the middle pair has m neighbours on one side and m−1 on the other, so S = 2H_m − 1/m. Equation (9), applied to 2m+1 = N+1 sources, supplies 2H_m. Using 2 ln(N+1) = 2 ln N + 2/N − 1/N² + … and 1/m = 2/N,

S_row = 2 ln N − 2B − 2/(3N²) + …, N even. (10)

The terms in 1/N have cancelled. Both cases have the same logarithm and the same constant.

**The square**

Let N = n² with n = 2m+1, and surround each source by a unit cell. For every source except the central one, define

D_ij = ∫_cell dA/r − 1/ρ_ij = 1/(24ρ_ij³) + …, (11)

where the last form is (5) with s = 1. The number of cells between ρ and ρ+dρ is about 2πρ dρ, so the sum of D_ij converges as the integral of 1/ρ² does.

Together the cells fill a square of side n, whose integral is An by (3). The central cell contributes A. Therefore

An = A + S + Σ_inside D_ij.

Define C as A plus the sum of D_ij over the whole plane without the central cell. Then S = An − C + Σ_outside D_ij. The outside sum follows from (11), again to leading order, by dividing the exterior into eight equal sectors:

(1/24) · 8 ∫₀^{π/4} dφ ∫_{n/(2cos φ)}^{∞} dr/r²
= (1/3) ∫₀^{π/4} (2 cos φ/n) dφ
= √2/(3n).

With n = √N, the result is

S_square = 4 ln(1+√2) √N − C + √2/(3√N) + …, n odd. (12)

To find C, the cell integrals were evaluated by Gaussian quadrature over a block of 121 by 121 cells, and the tail √2/(3·121) was added. The differences sum to 0.37477, so C = 3.52549 + 0.37477 = 3.90026.

For even n, take one of the four middle sources. It is displaced by half a pitch along both axes from the centre of the square. Its distances to the sides are h₊ = (n+1)/2 and h₋ = (n−1)/2 along each axis. By (2), the integral over the square is

I = F(h₊,h₊) + F(h₋,h₋) + 2F(h₊,h₋).

The first two terms give 2(h₊+h₋) ln(1+√2) = 2n ln(1+√2). For the third, put ε = 1/n, so that h₊/h₋ = (1+ε)/(1−ε) = e^{2ε+O(ε³)}. The function asinh(eᵗ) has first derivative 1/√2 and second derivative 1/(2√2) at t = 0. Thus

asinh(e^{±2ε}) = ln(1+√2) ± √2 ε + ε²/√2 + …

Inserting this in (2) gives

2F(h₊,h₋) = n[(1−ε) asinh(e^{2ε}) + (1+ε) asinh(e^{−2ε})] + …
= n[2 ln(1+√2) − 2√2 ε² + √2 ε²] + …
= 2n ln(1+√2) − √2/n + …

So I = An − √2/n. The displacement changes the outside sum √2/(3n) only at higher order. Hence

S_square = An − C − 2√2/(3n) + …, n even. (13)

The square-root law and its constant again hold for both parities.

**Why the laws differ**

In a row, the number of neighbours per unit distance is constant. Each contributes 1/ρ, so at large distances every doubling of the distance adds nearly the same amount. By (9), doubling a long row adds 2 ln 2 = 1.386 to S. In a plane, the number of neighbours in a ring grows roughly in proportion to ρ, which cancels the factor 1/ρ. Rings of equal width then contribute about equally, and the rise follows the width of the array, √N. Quadrupling N nearly doubles S when N is large.

The central source is also the hottest. Consider a line of sources with l of them to the left of the observation point and q to the right, where q > l. Moving the point one pitch to the right replaces a contribution at distance q by one at distance l+1, which is no farther away. The sum cannot fall. In a square, the same argument applies to every parallel line, and then along the other axis.

**Numbers for silicon cells**

Take k = 150 W/(m K), a = 5 µm, p = 20 µm and P = 20 mW. Then

T_own = 0.5611 × 0.020/(150 × 5×10⁻⁶) = 14.96 K,
u = 0.020/(2π × 150 × 20×10⁻⁶) = 1.061 K.

Direct summation of the neighbours gives these half-space values:

N = 9: S = 4.167 (row), 6.828 (square); ΔT = 19.4 K, 22.2 K.
N = 25: S = 6.206, 13.820; ΔT = 21.5 K, 29.6 K.
N = 49: S = 7.552, 20.845; ΔT = 23.0 K, 37.1 K.
N = 81: S = 8.557, 27.881; ΔT = 24.0 K, 44.5 K.

At N = 25, the two leading terms of (9) give 6.206, and those of (12) give 13.727. The latter is 0.7% below the direct sum.

The total rise conceals the laws at small N, because T_own/u = 14.10. Among squares with an odd side, the coupled part first exceeds the own part at N = 49. An odd row would need 1297 cells and a length of 25.9 mm, far beyond the range of the half-space model for an ordinary wafer.

**How the neighbours arrive in time**

Let c be the heat capacity per volume and α = k/c. Energy E released at a surface point spreads into a half-space, so its temperature is twice that in a full space:

T = 2E/[c(4παs)^{3/2}] exp[−r²/(4αs)]

after a time s. For constant power switched on at time zero, set E = P ds and integrate s from 0 to t. With v = r/√(4αs),

(4παs)^{−3/2} = v³/(π^{3/2}r³), |ds| = r² dv/(2αv³).

The powers of v cancel:

T(r,t) = P/(π^{3/2}kr) ∫_{r/ℓ}^{∞} e^{−v²} dv = [P/(2πkr)] erfc(r/ℓ), ℓ = √(4αt). (14)

Each neighbour therefore counts fully only once ℓ greatly exceeds its distance. With c = 1.654×10⁶ J/(m³ K), α is 0.907 cm²/s. For N = 25, the fraction of the steady coupled rise reached is:

10 µs: ℓ = 60 µm; row 0.285, square 0.434.
100 µs: ℓ = 190 µm; row 0.611, square 0.797.
1 ms: ℓ = 602 µm; row 0.858, square 0.935.

These fractions refer to the half-space. In a wafer whose back face is held at fixed temperature, the steady rise is lower and is approached sooner.

In the half-space, the late stage, when ℓ greatly exceeds the size of the array, can be read from erfc(x) ≈ 1 − 2x/√π. Each of the N−1 neighbours then lacks 2p/(√π ℓ) in S, whatever its distance. The missing temperature is the same in both layouts, but it is a larger fraction of the smaller row sum.

**Where the laws stop**

Suppose the back of a wafer of thickness d is held at fixed temperature. Reflection in the back face reverses the sign of a source, and reflection in the insulated top preserves it. The images lie at depths ±2md with signs (−1)^m, so 1/r in (1) becomes

1/r + 2 Σ_{m≥1} (−1)^m/√(r² + 4m²d²). (15)

For an array much smaller than d, set r = 0 in the image terms. Their sum is −(ln 2)/d for each source, including the central one. The change in the central rise is thus about −Nu(p/d) ln 2. With d = 700 µm and N = 25, this is −0.53 K. Summing (15) with the actual distances gives −0.52 K for the row and −0.53 K for the square.

For an array much wider than d, growth ends. Heat under the middle of a large square flows straight down with flux P/p², giving a rise Pd/(kp²), or 2πd/p in units of u. That is the result for heat spread evenly. Discrete sources lower the coupled sum by the same C as before, since the image terms vary little across a cell when d is much larger than p. The limit is 2πd/p − C = 216.0. At the power used here this would mean a coupled rise of about 229 K, for which constant k is no longer a fair approximation, so the number describes the model and not a working chip. For the row, summing (15) over 4001 cells gives a limit of 7.36. The half-space row values for N = 49 and 81 exceed this limit, so they illustrate (9) but do not apply to this wafer. Below the limit the back face still matters: by (15) it lowers the coupled rise by 8% for the row of 25 and by 4 to 6% for the squares of 25 to 81 cells.

**The model beside a real chip**

The parameters are rough typical values for transistor cells on bulk silicon without trench isolation. The power averaged over one pitch cell is 20 mW/(20 µm)² = 5 kW/cm², which is high and suits a small group of power cells, not a whole chip in continuous use. The following sizes refer to N = 25.

The largest effect estimated is the package. A rough resistance of 10 K/W between the back face and the surroundings adds 25 × 0.020 × 10 = 5.0 K, provided the back face stays at a nearly uniform temperature, as it does for a chip 700 µm thick and 1 to 2 mm wide. On a thin die the heat reaches the back face still concentrated under the array: with the same resistance spread evenly over the back of a die 100 µm thick and 2 mm wide, the addition is about 11 K for the row and 12 K for the square. At fixed resistance this term grows linearly with N and must eventually overtake both laws if the surroundings are the reference.

Silicon also conducts less well when hot. Take k(T) = k(T/T₀)^{−1.3}, with T₀ = 300 K far away. Define θ by kθ = ∫k(T)dT from T₀ to T. The heat flux is then −k∇θ, so θ is the constant-k rise already found. Integration gives

T = T₀(1 − 0.3θ/T₀)^{−1/0.3}. (16)

The central rise increases by 1.0 K in the row and 2.0 K in the square.

Two effects alter mainly the own rise. If the heat is released 0.1 µm below the surface, half of the integral in (3) comes from an image sheet 0.2 µm away; numerical quadrature gives a reduction of 0.5 K. Fourier's law itself becomes doubtful over a phonon mean free path, for which 0.3 µm is a rough single value. The temperature drop over that length at the source's flux is 0.020 × 0.3×10⁻⁶/(150 × (5×10⁻⁶)²) = 1.6 K, which is a scale, not a correction and not a bound. Phonon paths in silicon are spread widely, and a large share of the conductivity is carried by paths of a micrometre or more, so the own rise of a 5 µm source may exceed (4) by several kelvin. By (5), finite source size changes the nearest-neighbour term by 0.26%.

For 25 cells of fixed power and pitch, the half-space model makes the centre of the row 8.1 K cooler than that of the square. The price is an array 480 µm long between end centres instead of 80 µm. This advantage concerns heat spreading in thick silicon. Power dies are often thinned, and with the back face at fixed temperature (15) gives a gap of 7.4 K for d = 100 µm and 5.8 K for d = 50 µm. The package term depends on total power alone, and is the same for both layouts, only while the back face is nearly isothermal. The comparison also assumes equal power in every cell. In a real transistor the current of a cell depends on its temperature, so the powers need not stay equal.

Numerical values quoted here were computed with a short program.
